# Ion-fluence window for atomic layer etching with continuing substrate sputtering: test program

```python
"""Ion-fluence window of atomic layer etching (ALE).
Result under test: with x = Ym*F/Nm and r = Ys/Ym, the allowed range is
  ln(1/eps) <= x <= 1 + c + W0(-exp(-(1+c))),  c = delta/r.
F: ion fluence; Nm: removable substrate atoms per area in the modified layer;
Ym: initial yield of the modified surface; Ys: yield of the bare substrate;
eps: allowed unremoved fraction; delta: allowed sputter loss divided by Nm.
Areal densities and fluences are in 1e15 cm^-2 unless a label says otherwise.
"""
import random
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw
from scipy.stats import poisson

# ---------- derived formulas ----------
def upper_edge(c):
    return 1 + c + lambertw(-np.exp(-(1 + c))).real

def synergy_edge(r, s_min):
    k = (1 - r) * (1 - s_min) / (r * s_min)
    return k + lambertw(-k * np.exp(-k)).real

def critical_ratio(eps, delta, u):
    z = (1 + u) / (1 - u) * np.log(1 / eps)
    return delta / (z - 1 + np.exp(-z))

def removed_fraction(x, depth):
    """Removed part of a modified layer that is `depth` atoms deep."""
    left = sum((depth - j) * poisson.pmf(j, depth * x) for j in range(depth))
    return 1 - left / depth

# ---------- example inputs (rough typical values) ----------
a_si = const.physical_constants["lattice parameter of silicon"][0]  # m
layers = 2
Nm = layers * 2 / a_si**2 * 1e-4 / 1e15      # two atoms per a^2 per layer
h_nm = layers * a_si / 4 * 1e9
A_m, E_m = 0.12, 15.0                        # eV^-1/2, eV
A_s, E_s = 0.02, 35.0
energy, eps, delta = 40.0, 0.05, 0.10
current = 0.3                                # mA/cm^2
s_min, u_req = 0.90, 0.10

def yield_law(E, A, threshold):
    return A * max(np.sqrt(E) - np.sqrt(threshold), 0.0)

Ym = yield_law(energy, A_m, E_m)
Ys = yield_law(energy, A_s, E_s)
r = Ys / Ym
c = delta / r
x_lo, x_hi = np.log(1 / eps), upper_edge(c)
x_syn = synergy_edge(r, s_min)
to_F = Nm / Ym
F_lo, F_hi, F_lin, F_syn = (x * to_F for x in (x_lo, x_hi, c, x_syn))
F_set = 0.5 * (F_lo + F_hi)
u_max = (F_hi - F_lo) / (F_hi + F_lo)
flux = current * 1e-3 / const.e / 1e15       # 1e15 cm^-2 s^-1

def etch_nm(F):
    x = F / to_F
    m = 1 - np.exp(-x)
    return h_nm * (m + r * (x - m))

# ---------- test: random impacts on a lattice of sites ----------
def simulate(depth, x, p_mod, p_sub, sites, seed):
    rng = random.Random(seed)
    stack = [depth] * sites
    sputtered = 0
    for _ in range(int(round(x * depth * sites / p_mod))):
        i = int(rng.random() * sites)
        if stack[i]:
            if rng.random() < p_mod:
                stack[i] -= 1
        elif rng.random() < p_sub:
            sputtered += 1
    return sum(stack), sputtered

n_sites, x_mc, p_mod, p_sub = 60000, 2.0, 0.6, 0.06
mc_rows = []
for depth in (1, 2):
    left, sput = simulate(depth, x_mc, p_mod, p_sub, n_sites, 11 + depth)
    total = depth * n_sites
    m = removed_fraction(x_mc, depth)
    left_th = total * (1 - m)
    sput_th = total * p_sub / p_mod * (x_mc - m)
    # five standard deviations of the counting noise
    assert abs(left - left_th) < 5 * np.sqrt(depth * left_th)
    assert abs(sput - sput_th) < 5 * np.sqrt(sput_th)
    mc_rows.append((depth, left / total, 1 - m, sput / total, sput_th / total))

# ---------- test: integrate the rate equations, locate the edges ----------
def rates(F, y):
    covered = y[0] / Nm
    return [-Ym * covered, Ys * (1 - covered)]

sol = solve_ivp(rates, (0, 12 * to_F), [Nm, 0.0], method="DOP853",
                rtol=1e-11, atol=1e-13, max_step=0.1 * to_F,
                dense_output=True).sol
F_end = 11.9 * to_F
ode_lo = brentq(lambda F: sol(F)[0] - eps * Nm, 0, F_end)
ode_hi = brentq(lambda F: sol(F)[1] - delta * Nm, 0, F_end)

def synergy_numeric(F):
    left, sputtered = sol(F)
    total = Nm - left + sputtered
    return (total - Ys * F) / total

ode_syn = brentq(lambda F: synergy_numeric(F) - s_min, to_F, F_end)
for numeric, formula in ((ode_lo, F_lo), (ode_hi, F_hi), (ode_syn, F_syn)):
    assert abs(numeric / formula - 1) < 1e-6
for F in (F_lo, F_set, F_hi):
    left, sputtered = sol(F)
    assert abs(h_nm * (Nm - left + sputtered) / Nm - etch_nm(F)) < 1e-7
syn_scan = [synergy_numeric(F) for F in np.linspace(0.1 * to_F, F_end, 200)]
assert np.all(np.diff(syn_scan) < 0)

# the linear law is stricter, by less than one unit of x
for c_try in np.geomspace(0.01, 15, 40):
    root = brentq(lambda x: quad(lambda t: 1 - np.exp(-t), 0, x)[0] - c_try,
                  0, c_try + 2)
    assert abs(root - upper_edge(c_try)) < 1e-7
    assert c_try < root < c_try + 1

# ---------- test: tolerated flux non-uniformity ----------
grid = np.linspace(F_lo, F_hi, 20001)
tolerance = np.minimum(1 - ode_lo / grid, ode_hi / grid - 1)
best = int(np.argmax(tolerance))
assert abs(tolerance[best] - u_max) < 1e-4
assert abs(grid[best] / F_set - 1) < 1e-3

# ---------- test: highest usable ion energy ----------
def energy_limit(r_c):
    top = A_s * np.sqrt(E_s) - r_c * A_m * np.sqrt(E_m)
    return (top / (A_s - r_c * A_m))**2

def energy_limit_numeric(u):
    x_top = (1 + u) / (1 - u) * np.log(1 / eps)
    exposure = quad(lambda t: 1 - np.exp(-t), 0, x_top)[0]
    def excess(E):
        ratio = yield_law(E, A_s, E_s) / yield_law(E, A_m, E_m)
        return ratio * exposure - delta
    return brentq(excess, E_s, 200.0)

rc_0, rc_u = (critical_ratio(eps, delta, u) for u in (0.0, u_req))
E_max0, E_maxu = energy_limit(rc_0), energy_limit(rc_u)
E_max_lin = energy_limit(delta / x_lo)
assert abs(E_max0 - energy_limit_numeric(0.0)) < 1e-6
assert abs(E_maxu - energy_limit_numeric(u_req)) < 1e-6
ratios = [yield_law(E, A_s, E_s) / yield_law(E, A_m, E_m)
          for E in np.linspace(E_s, 200, 300)]
assert np.all(np.diff(ratios) > 0)

E_bad = 50.0
Ym_bad, Ys_bad = yield_law(E_bad, A_m, E_m), yield_law(E_bad, A_s, E_s)
x_hi_bad = upper_edge(delta * Ym_bad / Ys_bad)
s_bad = Ys_bad / Ym_bad * quad(lambda t: 1 - np.exp(-t), 0, x_lo)[0]
assert E_bad > E_max0 and x_hi_bad < x_lo and s_bad > delta

# ---------- sizes of neglected effects ----------
def window(ym, ys):
    return x_lo * Nm / ym, upper_edge(delta * ym / ys) * Nm / ym

lay_lo = to_F * brentq(lambda x: 1 - removed_fraction(x, 2) - eps, 0, 10)
lay_hi = to_F * brentq(lambda x: x - removed_fraction(x, 2) - c, 0, c + 2)

half_width = 10.0
def averaged(A, threshold):
    low, high = energy - half_width, energy + half_width
    start = max(low, threshold)
    area = quad(lambda E: yield_law(E, A, threshold), start, high)[0]
    return area / (high - low)
Ym_av, Ys_av = averaged(A_m, E_m), averaged(A_s, E_s)
spread_lo, spread_hi = window(Ym_av, Ys_av)

shift = 3.0
Ys_shift = yield_law(energy, A_s, E_s - shift)
shift_lo, shift_hi = window(Ym, Ys_shift)

p_torr, T_gas = 1e-7, 300.0
m_cl2 = 2 * 35.45 * const.atomic_mass
gas_flux = (p_torr * const.torr / np.sqrt(2 * np.pi * m_cl2 * const.k * T_gas)
            * 1e-4 / 1e15)
t_set = F_set / flux
gas_loss = gas_flux * t_set / Nm             # one Si lost per arriving Cl2
p_budget = p_torr * delta / gas_loss

# ---------- output ----------
U = "1e15 cm^-2"
print(f"Si lattice parameter = {a_si*1e9:.4f} nm")
print(f"modified layer: {layers} atomic layers, h = {h_nm:.4f} nm")
print(f"Nm = {Nm:.4f} {U}")
print(f"A_m = {A_m} eV^-1/2, E_m = {E_m} eV")
print(f"A_s = {A_s} eV^-1/2, E_s = {E_s} eV")
print(f"ion energy = {energy} eV, eps = {eps}, delta = {delta}")
print(f"Ym = {Ym:.4f} atoms/ion, Ys = {Ys:.5f} atoms/ion")
print(f"removal cross-section Ym/Nm = {Ym/Nm:.4f} 1e-15 cm^2")
print(f"r = {r:.5f}, c = delta/r = {c:.4f}")
print(f"x_lo = {x_lo:.4f}, x_hi = {x_hi:.4f}, linear-law x = {c:.4f}")
print(f"F_lo = {F_lo:.3f} {U}, F_hi = {F_hi:.3f} {U}")
print(f"upper edge by linear law = {F_lin:.3f} {U}")
print(f"edges from rate equations = {ode_lo:.3f}, {ode_hi:.3f} {U}")
print(f"set point F_set = {F_set:.3f} {U}, x_set = {F_set/to_F:.4f}")
print(f"tolerated flux non-uniformity = +/- {100*u_max:.2f} %")
print(f"ion current = {current} mA/cm^2, flux = {flux:.4f} {U} s^-1")
print(f"times: lo {F_lo/flux:.2f} s, set {t_set:.2f} s, hi {F_hi/flux:.2f} s")
print(f"etch per cycle at F_lo = {etch_nm(F_lo):.4f} nm")
print(f"etch per cycle at F_set = {etch_nm(F_set):.4f} nm")
print(f"etch per cycle at F_hi = {etch_nm(F_hi):.4f} nm")
print(f"synergy at F_set = {100*synergy_numeric(F_set):.2f} %")
print(f"synergy at F_hi = {100*synergy_numeric(F_hi):.2f} %")
print(f"synergy >= {100*s_min:.0f} %: x <= {x_syn:.4f}, F <= {F_syn:.3f} {U}")
print(f"critical r, uniform flux = {rc_0:.5f}; E_max = {E_max0:.2f} eV")
print(f"critical r, +/-{100*u_req:.0f} % flux = {rc_u:.5f}; "
      f"E_max = {E_maxu:.2f} eV")
print(f"linear law: critical r = {delta/x_lo:.5f}; E_max = {E_max_lin:.2f} eV")
print(f"at {E_bad} eV: r = {Ys_bad/Ym_bad:.5f}, x_hi = {x_hi_bad:.4f}")
print(f"at {E_bad} eV: sputter loss/Nm at x_lo = {s_bad:.4f}")
print(f"lattice test: x = {x_mc}, r = {p_sub/p_mod:.2f}, sites = {n_sites}")
for d, l_mc, l_th, s_mc, s_th in mc_rows:
    print(f" depth {d}: left {l_mc:.4f} (formula {l_th:.4f}), "
          f"sputtered {s_mc:.4f} (formula {s_th:.4f})")
print(f"layer-by-layer removal: window {lay_lo:.3f} to {lay_hi:.3f} {U}")
print(f"energy spread +/-{half_width} eV: Ym {Ym_av:.4f}, Ys {Ys_av:.5f}")
print(f" window {spread_lo:.3f} to {spread_hi:.3f} {U}")
print(f"sputter threshold lower by {shift} eV: Ys = {Ys_shift:.5f}")
print(f" window {shift_lo:.3f} to {shift_hi:.3f} {U}")
print(f"residual Cl2 {p_torr:.1e} Torr, {T_gas} K: "
      f"flux {gas_flux:.5f} {U} s^-1")
print(f" largest extra loss/Nm in the set time = {gas_loss:.4f}")
print(f" Cl2 pressure that uses all of delta = {p_budget:.2e} Torr")
print("tests ok")
```

Printed output:

```
Si lattice parameter = 0.5431 nm
modified layer: 2 atomic layers, h = 0.2716 nm
Nm = 1.3561 1e15 cm^-2
A_m = 0.12 eV^-1/2, E_m = 15.0 eV
A_s = 0.02 eV^-1/2, E_s = 35.0 eV
ion energy = 40.0 eV, eps = 0.05, delta = 0.1
Ym = 0.2942 atoms/ion, Ys = 0.00817 atoms/ion
removal cross-section Ym/Nm = 0.2169 1e-15 cm^2
r = 0.02777, c = delta/r = 3.6011
x_lo = 2.9957, x_hi = 4.5909, linear-law x = 3.6011
F_lo = 13.809 1e15 cm^-2, F_hi = 21.163 1e15 cm^-2
upper edge by linear law = 16.600 1e15 cm^-2
edges from rate equations = 13.809, 21.163 1e15 cm^-2
set point F_set = 17.486 1e15 cm^-2, x_set = 3.7933
tolerated flux non-uniformity = +/- 21.03 %
ion current = 0.3 mA/cm^2, flux = 1.8725 1e15 cm^-2 s^-1
times: lo 7.38 s, set 9.34 s, hi 11.30 s
etch per cycle at F_lo = 0.2734 nm
etch per cycle at F_set = 0.2867 nm
etch per cycle at F_hi = 0.2960 nm
synergy at F_set = 90.02 %
synergy at F_hi = 88.30 %
synergy >= 90 %: x <= 3.8033, F <= 17.532 1e15 cm^-2
critical r, uniform flux = 0.04888; E_max = 45.75 eV
critical r, +/-10 % flux = 0.03721; E_max = 42.29 eV
linear law: critical r = 0.03338; E_max = 41.32 eV
at 50.0 eV: r = 0.06019, x_hi = 2.5860
at 50.0 eV: sputter loss/Nm at x_lo = 0.1231
lattice test: x = 2.0, r = 0.10, sites = 60000
 depth 1: left 0.1355 (formula 0.1353), sputtered 0.1118 (formula 0.1135)
 depth 2: left 0.0555 (formula 0.0549), sputtered 0.1053 (formula 0.1055)
layer-by-layer removal: window 9.480 to 21.207 1e15 cm^-2
energy spread +/-10.0 eV: Ym 0.2922, Ys 0.00892
 window 13.904 to 19.780 1e15 cm^-2
sputter threshold lower by 3.0 eV: Ys = 0.01335
 window 13.809 to 14.569 1e15 cm^-2
residual Cl2 1.0e-07 Torr, 300.0 K: flux 0.02409 1e15 cm^-2 s^-1
 largest extra loss/Nm in the set time = 0.1659
 Cl2 pressure that uses all of delta = 6.03e-08 Torr
tests ok
```
